**Aspherical form factor of a p orbital, tested on phosphorus 3p**

The program tests $f=f_\parallel\cos^2\Theta+f_\perp\sin^2\Theta$ with $f_\parallel=\langle j_0\rangle-2\langle j_2\rangle$ and $f_\perp=\langle j_0\rangle+\langle j_2\rangle$. Here $\Theta$ is the angle between the scattering vector and the axis of a real p orbital, and $\langle j_l\rangle$ is the average of the spherical Bessel function $j_l(qr)$ over the radial density. The orbital is the 3p function of the quartet phosphorus atom from ROHF/cc-pVTZ. The program asserts that the formula agrees with direct three-dimensional Fourier integrals at five angles and three values of $s=q/4\pi$; the largest difference printed is $7.6\times10^{-14}$ electrons. It also asserts the angular integrals for $j_0$ and $j_2$, the closed forms for a nodeless orbital, the small-$q$ laws, the result for a complex p orbital, and the isotropy of the equally filled shell and of the whole atom within stated tolerances. The output shows $f_\parallel$ changing sign at $s=0.1434$ Å$^{-1}$ and reaching a minimum of $-0.3474$ electrons at $s=0.2526$ Å$^{-1}$. At $s=0.15$ Å$^{-1}$ the difference $f_\perp-f_\parallel$ is 0.6038 electrons, or 5.18% of the form factor of the whole atom.

## Verification by program

```python
"""
Form factor of one electron in a real p orbital with axis u:
    f(q) = f_par cos^2(Theta) + f_perp sin^2(Theta)
    f_par = <j0> - 2 <j2>,   f_perp = <j0> + <j2>
Theta : angle between the scattering vector q and the orbital axis u
<jl>  : integral of R(r)^2 jl(q r) r^2 dr, R = normalized radial function
s     : sin(Bragg angle)/wavelength, with q = 4 pi s
The formula is compared with direct three-dimensional Fourier integrals of
the 3p density of the phosphorus atom (ROHF, cc-pVTZ, quartet state).
Lengths inside the program are in bohr; s is in 1/angstrom.
"""
import numpy as np
from scipy.constants import physical_constants
from scipy.integrate import quad
from scipy.optimize import brentq, minimize_scalar
from scipy.special import spherical_jn
from pyscf import gto, scf

BOHR = physical_constants["Bohr radius"][0] * 1e10  # angstrom


def q_of_s(s):
    """Scattering vector length in 1/bohr from s in 1/angstrom."""
    return 4 * np.pi * s * BOHR


# Angular integrals that define the Bessel kernels
mu, w_mu = np.polynomial.legendre.leggauss(60)
for x in (0.3, 2.0, 7.5):
    wave = np.exp(1j * x * mu)
    p2 = (3 * mu**2 - 1) / 2
    assert abs(0.5 * np.sum(w_mu * wave) - spherical_jn(0, x)) < 1e-12
    assert abs(-0.5 * np.sum(w_mu * p2 * wave) - spherical_jn(2, x)) < 1e-12

# Closed forms for R proportional to r exp(-zeta r)
zeta = 1.3
for q in (0.4, 1.5, 4.0):
    def average(order):
        norm = (2 * zeta)**5 / 24
        return quad(lambda r: norm * r**4 * np.exp(-2 * zeta * r)
                    * spherical_jn(order, q * r), 0, 30,
                    limit=400, epsabs=1e-11)[0]
    X2 = (q / (2 * zeta))**2
    a0, a2 = average(0), average(2)
    assert abs(a0 - 2 * a2 - (1 - 5 * X2) / (1 + X2)**4) < 1e-8
    assert abs(a0 + a2 - 1 / (1 + X2)**3) < 1e-8

# Phosphorus atom
mol = gto.M(atom="P 0 0 0", basis="cc-pvtz", spin=3, verbose=0)
mf = scf.ROHF(mol)
mf.conv_tol = 1e-12
mf.conv_tol_grad = 1e-6
energy = mf.kernel()
assert mf.converged

# Split an open-shell orbital into radial coefficients times an axis vector
starts = mol.ao_loc_nr()
p_index = []
for shell in range(mol.nbas):
    if mol.bas_angular(shell) == 1:
        for k in range(mol.bas_nctr(shell)):
            p_index.append(starts[shell] + 3 * k + np.arange(3))
p_index = np.array(p_index)
open_orbitals = mf.mo_coeff[:, mf.mo_occ == 1]
assert open_orbitals.shape[1] == 3
orbital = open_orbitals[:, 0]
others = np.delete(orbital, p_index.ravel())
left, singular, right = np.linalg.svd(orbital[p_index])
assert np.max(np.abs(others)) < 1e-4      # limited by SCF convergence
assert singular[1] < 1e-4 * singular[0]
radial_coeff = left[:, 0]


def p_orbital(axis):
    """AO coefficients of the 3p orbital pointing along axis."""
    c = np.zeros(mol.nao)
    c[p_index] = np.outer(radial_coeff, axis)
    return c


overlap = mol.intor("int1e_ovlp")
c_z = p_orbital([0, 0, 1])
radial_coeff = radial_coeff / np.sqrt(c_z @ overlap @ c_z)

# Radial function, read off along the z axis
R_MAX = 20.0
t, w_t = np.polynomial.legendre.leggauss(400)
t, w_t = (t + 1) / 2, w_t / 2
r = R_MAX * t**3
w_r = w_t * 3 * R_MAX * t**2
line = np.column_stack([0 * r, 0 * r, r])
ao_line = mol.eval_gto("GTOval_sph", line)
R = ao_line @ p_orbital([0, 0, 1]) / np.sqrt(3 / (4 * np.pi))
weight = w_r * r**2 * R**2
dm = np.asarray(mf.make_rdm1())
dm = dm.sum(axis=0) if dm.ndim == 3 else dm
rho_line = np.sum((ao_line @ dm) * ao_line, axis=1)


def j_avg(order, q):
    return np.sum(weight * spherical_jn(order, q * r))


def f_par(q):
    return j_avg(0, q) - 2 * j_avg(2, q)


def f_perp(q):
    return j_avg(0, q) + j_avg(2, q)


def f_atom(q):
    return np.sum(w_r * 4 * np.pi * r**2 * rho_line
                  * spherical_jn(0, q * r))


assert abs(j_avg(0, 0.0) - 1) < 1e-7
assert abs(f_atom(0.0) - 15) < 1e-4

# Three-dimensional grid in a fixed laboratory frame
tt, wt = np.polynomial.legendre.leggauss(100)
tt, wt = (tt + 1) / 2, wt / 2
rg = R_MAX * tt**2
wg = wt * 2 * R_MAX * tt * rg**2
cg, wc = np.polynomial.legendre.leggauss(40)
n_phi = 48
pg = 2 * np.pi * np.arange(n_phi) / n_phi
rr, cc, pp = np.meshgrid(rg, cg, pg, indexing="ij")
sn = np.sqrt(1 - cc**2)
points = np.column_stack([(rr * sn * np.cos(pp)).ravel(),
                          (rr * sn * np.sin(pp)).ravel(),
                          (rr * cc).ravel()])
w3 = (wg[:, None, None] * wc[None, :, None]
      * np.full(n_phi, 2 * np.pi / n_phi)[None, None, :]).ravel()
ao3 = mol.eval_gto("GTOval_sph", points)


def direct(density, q_vector):
    """Fourier integral of a density, straight from the definition."""
    return np.sum(w3 * density * np.exp(1j * (points @ q_vector)))


# Orbital axis turned away from a q vector that is itself oblique
q_hat = np.array([1.0, 2.0, -1.5])
q_hat /= np.linalg.norm(q_hat)
e_hat = np.cross(q_hat, [0.3, -0.2, 1.0])
e_hat /= np.linalg.norm(e_hat)
magic = np.degrees(np.arccos(1 / np.sqrt(3)))
angles = [0.0, 30.0, magic, 75.0, 90.0]
s_example = 0.15
angle_rows = []
largest_error = 0.0
for s in (0.05, s_example, 0.30):
    q = q_of_s(s)
    for angle in angles:
        a = np.radians(angle)
        axis = np.cos(a) * q_hat + np.sin(a) * e_hat
        density = (ao3 @ p_orbital(axis))**2
        value = direct(density, q * q_hat)
        formula = f_par(q) * np.cos(a)**2 + f_perp(q) * np.sin(a)**2
        largest_error = max(largest_error, abs(value - formula))
        if s == s_example:
            angle_rows.append((angle, formula, value.real))
assert largest_error < 1e-6

# Equal filling, complex orbital, and isotropy of the whole atom
phi_x, phi_y, phi_z = (ao3 @ p_orbital(v) for v in np.eye(3))
rho_atom = np.sum((ao3 @ dm) * ao3, axis=1)
for s in (0.10, 0.25):
    q = q_of_s(s)
    shell_value = direct(phi_x**2 + phi_y**2 + phi_z**2, q * q_hat)
    assert abs(shell_value - 3 * j_avg(0, q)) < 1e-6
    ring = np.abs((phi_x + 1j * phi_y) / np.sqrt(2))**2
    p2_z = (3 * q_hat[2]**2 - 1) / 2
    ring_formula = j_avg(0, q) + j_avg(2, q) * p2_z
    assert abs(direct(ring, q * q_hat) - ring_formula) < 1e-6
    turned = direct(rho_atom, q * q_hat) - direct(rho_atom, q * e_hat)
    assert abs(turned) < 1e-4             # limited by SCF convergence

# Small-q law; second moments taken from the three-dimensional density
z2 = np.sum(w3 * phi_z**2 * points[:, 2]**2)
x2 = np.sum(w3 * phi_z**2 * points[:, 0]**2)
r2 = np.sum(weight * r**2)
assert abs(z2 / x2 - 3) < 1e-6
q = 0.02
assert abs((f_par(0.0) - f_par(q)) / q**2 / (0.3 * r2) - 1) < 2e-3
assert abs((f_perp(0.0) - f_perp(q)) / q**2 / (0.1 * r2) - 1) < 2e-3

# Zero and minimum of the parallel factor
s_zero = brentq(lambda s: f_par(q_of_s(s)), 0.01, 0.20)
low = minimize_scalar(lambda s: f_par(q_of_s(s)), bounds=(0.10, 0.35),
                      method="bounded", options={"xatol": 1e-7})
assert low.fun < 0 and 0.101 < low.x < 0.349

print("Phosphorus atom, quartet, ROHF/cc-pVTZ")
print(f"total energy = {energy:.5f} hartree")
print(f"3p <r^2> = {r2:.4f} bohr^2")
print(f"3p_z <z^2> = {z2:.4f} bohr^2, <x^2> = {x2:.4f} bohr^2")
print("s in 1/angstrom, q in 1/bohr, form factors in electrons")
print("   s       q      <j0>     <j2>    f_par   f_perp   f_atom")
for s in (0.0, 0.05, 0.10, 0.15, 0.20, 0.30, 0.40, 0.50):
    q = q_of_s(s)
    print(f"{s:5.2f} {q:8.4f} {j_avg(0, q):8.4f} {j_avg(2, q):8.4f} "
          f"{f_par(q):8.4f} {f_perp(q):8.4f} {f_atom(q):8.4f}")
q = q_of_s(s_example)
gap = f_perp(q) - f_par(q)
print(f"At s = {s_example:.2f} 1/angstrom:")
print(f"f_perp - f_par = {gap:.4f} electrons")
print(f"same, relative to f_atom = {100 * gap / f_atom(q):.2f} percent")
print("Theta (degrees), f by formula, f by 3D integral (electrons)")
for angle, formula, value in angle_rows:
    print(f"{angle:8.3f} {formula:10.6f} {value:10.6f}")
print(f"largest formula-integral difference = {largest_error:.1e} electrons")
print(f"f_par = 0 at s = {s_zero:.4f} 1/angstrom")
print(f"f_par minimum = {low.fun:.4f} electrons")
print(f"minimum at s = {low.x:.4f} 1/angstrom")
print("all good")
```

Running it gives:

```
Phosphorus atom, quartet, ROHF/cc-pVTZ
total energy = -340.71598 hartree
3p <r^2> = 6.3464 bohr^2
3p_z <z^2> = 3.8079 bohr^2, <x^2> = 1.2693 bohr^2
s in 1/angstrom, q in 1/bohr, form factors in electrons
   s       q      <j0>     <j2>    f_par   f_perp   f_atom
 0.00   0.0000   1.0000   0.0000   1.0000   1.0000  15.0000
 0.05   0.3325   0.8901   0.0428   0.8044   0.9329  14.4721
 0.10   0.6650   0.6304   0.1327   0.3651   0.7630  13.1688
 0.15   0.9975   0.3569   0.2013  -0.0456   0.5581  11.6550
 0.20   1.3300   0.1559   0.2180  -0.2802   0.3739  10.3359
 0.30   1.9950  -0.0117   0.1507  -0.3131   0.1391   8.5867
 0.40   2.6599  -0.0221   0.0673  -0.1568   0.0452   7.5372
 0.50   3.3249  -0.0025   0.0199  -0.0424   0.0174   6.6669
At s = 0.15 1/angstrom:
f_perp - f_par = 0.6038 electrons
same, relative to f_atom = 5.18 percent
Theta (degrees), f by formula, f by 3D integral (electrons)
   0.000  -0.045643  -0.045643
  30.000   0.105296   0.105296
  54.736   0.356861   0.356861
  75.000   0.517670   0.517670
  90.000   0.558114   0.558114
largest formula-integral difference = 7.6e-14 electrons
f_par = 0 at s = 0.1434 1/angstrom
f_par minimum = -0.3474 electrons
minimum at s = 0.2526 1/angstrom
all good
```
